# Substitutional hydrogen in oxides: multicentre bond and shallow-donor condition, part 1

(Sections cited here and not found follow in the second part.)

## 1. The multicentre bond and the donor condition

### Result

Let \(N\) equivalent cation orbitals point at an empty oxygen site, and place a hydrogen atom at its centre. If each orbital couples to hydrogen 1s with strength \(t\), only their symmetric sum couples, with the larger strength \(V=\sqrt N\,t\). Hydrogen leaves no short-range bound state for its third electron when

\[
N t^2>(E_c-\varepsilon_H')(E_c-\varepsilon_a').
\tag{1}
\]

Here \(E_c\) is the conduction-band edge. The levels \(\varepsilon_H'\) of hydrogen and \(\varepsilon_a'\) of the symmetric cation orbital include their shifts by the host bands, evaluated at \(E_c\). Both are taken to lie below \(E_c\), and the remaining cation combinations above it. Two electrons then occupy the bonding state, and the third is held only by the Coulomb tail of the positive ion.

Condition (1) makes the defect a donor with no short-range third-electron level. For the donor to be shallow as well, meaning bound near the hydrogenic energy, the scattering length \(a_s\) of the ion's short-range potential must be small compared with the donor Bohr radius \(a_B\). Coupling to 1s therefore explains a shallow donor under two conditions, and does not guarantee one.

### Electron count

The count uses closed-shell ionic bookkeeping. In the perfect oxide, the four valence states derived from oxygen 2s and 2p hold eight electrons, six supplied by oxygen and two by the cations. Removing a neutral oxygen atom removes the four states and six electrons. If \(M\) filled valence states remain, the crystal has \(2M+2\) electrons, and the last two occupy the symmetric vacancy orbital. Hydrogen raises the total to

\[
N_e=2M+3.
\tag{2}
\]

With \(M+1\) one-electron states below \(E_c\), \(2M+2\) electrons fit there and one is left for the conduction band. With \(M+2\) such states, the third defect electron has a localized place below the band. The donor question is thus a question of counting levels. The levels are mean-field levels of the closed-shell positive ion, counted without the long-range Coulomb tail in the host. The tail adds its own series of bound levels, treated in Section 2.

### Why one cation combination couples

Let \(|i\rangle\) be orthonormal cation orbitals and \(|h\rangle\) the hydrogen 1s orbital. By symmetry \(\langle h|H|i\rangle=t\) for every \(i\). Define

\[
|a\rangle=\frac1{\sqrt N}\sum_{i=1}^{N}|i\rangle,
\qquad
\langle h|H|a\rangle=\frac{1}{\sqrt N}\,Nt=\sqrt N\,t=V .
\tag{3}
\]

A combination \(|d\rangle=\sum_i d_i|i\rangle\) orthogonal to \(|a\rangle\) has \(\sum_i d_i=0\), so \(\langle h|H|d\rangle=t\sum_i d_i=0\).

For a tetrahedron, let each cation orbital have energy \(\varepsilon_c\) and let each pair be coupled by \(w\). Acting on \(|a\rangle\), every row of the cation matrix sums to \(\varepsilon_c+3w\). Acting on \(|d\rangle\), row \(i\) gives \(\varepsilon_c d_i+w\sum_{k\ne i}d_k=(\varepsilon_c-w)d_i\). Hence

\[
\varepsilon_a=\varepsilon_c+3w,\qquad \varepsilon_d=\varepsilon_c-w .
\tag{4}
\]

The second level is threefold. For an octahedron with coupling \(w\) to four near neighbours and \(w'\) to the opposite one, the same row sum gives \(\varepsilon_a=\varepsilon_c+4w+w'\).

The worked example takes \(N=4\), \(\varepsilon_c=0.40\) eV, \(w=-0.80\) eV, \(\varepsilon_H=-4.50\) eV and \(t=-2.20\) eV, with \(E_c=0\). These are round model parameters. They give

\[
\varepsilon_a=0.40-2.40=-2.00\ \mathrm{eV},\quad
\varepsilon_d=1.20\ \mathrm{eV},\quad
V=-4.40\ \mathrm{eV}.
\]

The three \(d\) states are empty, as the count requires. Symmetry forbids their coupling to s waves, but p-like conduction waves would lower them. That shift is neglected, and it must stay below 1.20 eV for the argument to hold.

### The isolated bond

In the basis \((a,h)\) the isolated defect has the matrix

\[
P=\begin{pmatrix}\varepsilon_a&V\\V&\varepsilon_H\end{pmatrix}.
\]

Its characteristic equation \((\varepsilon_a-E)(\varepsilon_H-E)=V^2\) gives

\[
E_\pm=\frac{\varepsilon_a+\varepsilon_H}{2}\pm R,
\qquad
R=\sqrt{\left(\frac{\varepsilon_a-\varepsilon_H}{2}\right)^2+V^2}.
\tag{5}
\]

Write the bonding state as \(c_a|a\rangle+c_h|h\rangle\). Differentiating \(E_-\) with respect to \(\varepsilon_H\) gives the hydrogen weight, because the first-order change of a level is its weight on the shifted orbital:

\[
|c_h|^2=\frac12\left(1+\frac{\varepsilon_a-\varepsilon_H}{2R}\right),
\qquad |c_a|^2=1-|c_h|^2 .
\tag{6}
\]

Multiplying the two weights gives \(|c_ac_h|^2=[1-(\varepsilon_a-\varepsilon_H)^2/4R^2]/4=V^2/4R^2\). For negative \(t\) the two amplitudes have the same sign. Each cation has amplitude \(c_a/\sqrt N\), so two electrons give each hydrogen–cation contact the bond order

\[
p=2c_h\frac{c_a}{\sqrt N}=\frac{|V|}{R\sqrt N}=\frac{|t|}{R}.
\tag{7}
\]

Since \(R\ge|V|\), \(p\le1/\sqrt N\). One electron pair is shared among all \(N\) contacts, which is the meaning of a multicentre bond here. The order also measures how the pair energy responds to the coupling: from (5), \(d(2E_-)/dt=-2Nt/R=2Np\) for \(t<0\).

In the example,

\[
R=\sqrt{1.25^2+4.40^2}=4.574\ \mathrm{eV},
\]

so \(E_-=-3.25-4.574=-7.82\) eV and \(E_+=1.32\) eV. The bond order is \(2.20/4.574=0.48\) per contact, against the limit 0.50. The hydrogen orbital holds \(2|c_h|^2=1+1.25/4.574=1.27\) electrons. It is more negative than a neutral atom, but far from a full \(\mathrm H^-\) ion in this orbital partition.

### Counting levels in a real band structure

The bonding level may lie inside the valence band and lose its identity as a separate level. The count must survive that. Split the Hamiltonian of a large finite crystal into the host states \(Q\), the defect pair \(P\) and their coupling \(B\):

\[
H=\begin{pmatrix}Q&B\\B^\dagger&P\end{pmatrix}.
\]

The host has \(M\) levels below \(E_c\) and none at it. Define

\[
L=\begin{pmatrix}1&-(Q-E_c)^{-1}B\\0&1\end{pmatrix}.
\]

Direct multiplication cancels the off-diagonal blocks:

\[
L^\dagger(H-E_c)L=
\begin{pmatrix}Q-E_c&0\\0&K\end{pmatrix},
\]
\[
K=P-E_c+B^\dagger(E_c-Q)^{-1}B .
\tag{8}
\]

The number of negative eigenvalues of a Hermitian matrix is the largest dimension of a subspace on which its quadratic form is negative. The invertible map \(L\) preserves such dimensions. Therefore

\[
n(E<E_c)=M+n_-(K),
\tag{9}
\]

where \(n_-(K)\) is the number of negative eigenvalues of \(K\). No weak-coupling approximation has been made, and the position of the bonding state relative to the valence band does not enter.

If the bands shift \(a\) and \(h\) separately,

\[
K=\begin{pmatrix}\varepsilon_a'-E_c&V\\V&\varepsilon_H'-E_c\end{pmatrix}.
\]

One negative eigenvalue means \(\det K<0\), which is (1). When both dressed levels lie below \(E_c\) and (1) fails, the determinant is positive and the trace negative, so both eigenvalues are negative and a third-electron state appears below the band. If one dressed level is above \(E_c\) and the other below, the right side of (1) is negative and the donor count holds for any \(t\). If a common host state couples to both orbitals, \(K\) also acquires an off-diagonal shift, which must be added to \(V\).

Nonorthogonal orbitals need one change. For an isolated pair with overlap \(S\), levels below \(E_c\) correspond to negative eigenvalues of \(H-E_cS_{\rm mat}\), where \(S_{\rm mat}\) is the overlap matrix, because orthonormalization is again an invertible map. The condition becomes

\[
(V-E_cS)^2>(E_c-\varepsilon_a)(E_c-\varepsilon_H).
\tag{10}
\]

The combination \(V-E_cS\) does not depend on the zero of energy. Using \(V\) alone with nonorthogonal orbitals would make the answer depend on that arbitrary choice.

### Band shifts at the edge

For an isotropic parabolic conduction band, write the s-wave envelope as \(u(r)/r\), apart from its angular normalization. Then \(-(\hbar^2/2m^*)u''=(E-E_c)u\) and \(u(0)=0\). On radial points \(r_j=jb\),

\[
\tau(2u_j-u_{j+1}-u_{j-1})=(E-E_c)u_j,
\quad
\tau=\frac{\hbar^2}{2m^*b^2},
\quad u_0=0 .
\tag{11}
\]

The spacing \(b\) is a physical short-distance scale of the model, of the order of a cation spacing. Orbital \(a\) couples to point 1 with strength \(g\).

Let \(G(E)\) be the Green function at the end of this semi-infinite chain. Removing its first point leaves an identical chain, so \(G=1/(x-\tau^2G)\), with \(x=E-E_c-2\tau\). Thus \(\tau^2G^2-xG+1=0\). Below the band, the root that vanishes at large \(|x|\) is

\[
G(E)=\frac{x+\sqrt{x^2-4\tau^2}}{2\tau^2},
\qquad G(E_c)=-\frac1\tau .
\tag{12}
\]

Consequently \(\varepsilon_a'=\varepsilon_a-g^2/\tau\). The conduction band pushes the orbital down and makes (1) harder to satisfy.

The valence band is represented by a chain of hopping \(\tau_v\), with its top at \(E_v\), coupled to hydrogen by \(g_v\). At \(E_c\) its variable is \(x_v=E_c-E_v+2\tau_v>0\), and the decaying root has a minus sign:

\[
\varepsilon_H'=\varepsilon_H+g_v^2\,
\frac{x_v-\sqrt{x_v^2-4\tau_v^2}}{2\tau_v^2}.
\tag{13}
\]

This shift is upward.

For \(m^*=0.30\,m_e\) and \(b=0.30\) nm, \(\tau=1.411\) eV. With \(g=1.00\) eV,

\[
\varepsilon_a'=-2.00-\frac{1.00^2}{1.411}=-2.709\ \mathrm{eV}.
\]

With a gap of 3.40 eV, \(\tau_v=1.25\) eV and \(g_v=0.50\) eV, \(x_v=5.90\) eV and (13) gives \(\varepsilon_H'=-4.456\) eV. The critical coupling is

\[
|t_c|=\sqrt{\frac{2.709\times4.456}{4}}=1.737\ \mathrm{eV}.
\tag{14}
\]

The chosen \(|t|=2.20\) eV exceeds it. An isolated cluster would put the threshold at \(\sqrt{2.00\times4.50/4}=1.50\) eV. Between 1.50 and 1.74 eV the cluster predicts a donor while the embedded defect keeps a bound third-electron state.

### What the coupling changes

Without hydrogen, the vacancy level solves \(E=\varepsilon_a+g^2G(E)\), which gives \(-2.22\) eV: a deep level 1.18 eV above the valence band. Its band shift of \(-0.22\) eV is smaller than the \(-0.71\) eV at the edge because \(G\) depends on energy. A shift taken at the vacancy level must not be used in (1).

Three diagonalizations in the individual-orbital basis isolate the role of the contacts. All other parameters are fixed, with 100 valence and 300 conduction points. Beyond the \(M\) host states, the number of levels below \(E_c\) is one with all four contacts, two with none, and two with one contact of unchanged strength.

The last result follows by hand. The single orbital is \(\tfrac12|a\rangle+\tfrac{\sqrt3}{2}|d\rangle\), so hydrogen couples to \(a\) with squared strength \(t^2/4=1.21\ \mathrm{eV}^2\) and to \(d\) with \(3t^2/4=3.63\ \mathrm{eV}^2\). Eliminating \(d\) at 1.20 eV lowers hydrogen to \(-4.456-3.63/1.20=-7.48\) eV. Since \(1.21<7.48\times2.709\), two negative eigenvalues remain. At this contact strength, one cation does not expel the third-electron state; four acting together do.

## 2. The donor level, its corrections and its use

### Quantities carried forward

Energies are measured from \(E_c=0\). The symmetric cation orbital \(a\) and hydrogen orbital \(h\) have levels \(\varepsilon_a=-2.00\) eV and \(\varepsilon_H=-4.50\) eV, and coupling \(V=\sqrt N\,t=-4.40\) eV. The conduction band is a radial chain of spacing \(b=0.30\) nm and hopping \(\tau=\hbar^2/(2m^*b^2)=1.411\) eV, joined to \(a\) by \(g=1.00\) eV. Its edge Green function is \(-1/\tau\). The dressed levels are \(\varepsilon_a'=-2.709\) eV and \(\varepsilon_H'=-4.456\) eV. Since \(V^2>\varepsilon_a'\varepsilon_H'\), the defect has one localized pair and no short-range bound state for the third electron. The isolated bonding and antibonding levels are \(E_-=-7.82\) eV and \(E_+=1.32\) eV.

### Binding by the Coulomb tail

The closed-shell defect has charge \(+e\) relative to the crystal. For static screening with relative permittivity \(\varepsilon_r\), the conduction electron gains the potential energy \(-e^2/(4\pi\varepsilon_0\varepsilon_rr)\). On the chain this is \(-C/j\), with \(C=e^2/(4\pi\varepsilon_0\varepsilon_rb)\). The potential at \(a\) and \(h\) is already contained in their levels.

First omit the defect orbitals. Insert \(u_j=jy^j\), with \(0<y<1\), into the chain equation and divide by \(y^j\):

\[
j\left[2\tau-E-\tau\left(y+\frac1y\right)\right]
+\left[\tau\left(\frac1y-y\right)-C\right]=0 .
\]

Both brackets must vanish. The second gives \(1/y-y=C/\tau\). Since \((y+1/y)^2=(1/y-y)^2+4\), the first gives

\[
E=2\tau-\sqrt{4\tau^2+C^2}.
\tag{15}
\]

The solution has no node and is the ground state. For \(C\ll2\tau\), \(E\simeq-C^2/4\tau\). Inserting \(C\) and \(\tau\) cancels \(b\):

\[
E_0=\frac{C^2}{4\tau}
=\frac{m^*e^4}{2(4\pi\varepsilon_0\varepsilon_r)^2\hbar^2},
\qquad
a_B=\frac{4\pi\varepsilon_0\varepsilon_r\hbar^2}{m^*e^2}.
\tag{16}
\]

These are the hydrogenic binding energy and Bohr radius. They also satisfy \(C/2\tau=b/a_B\). With \(m^*=0.30\,m_e\) and \(\varepsilon_r=8.50\), \(E_0=56.5\) meV and \(a_B=1.50\) nm. The next term in the expansion of (15) lowers the binding by the fraction \((b/2a_B)^2=0.01\), in agreement with the chain value of 55.9 meV.

### Scattering by the bonded core

The antibonding state has left the gap, but it still pushes the conduction states near the band edge downward. Its effect at low energy is a scattering length. Set \(E=0\) and omit the Coulomb tail. With the valence band included in \(\varepsilon_H'\), the defect amplitudes obey

\[
\varepsilon_H'c_h+Vc_a=0,\qquad
\varepsilon_ac_a+Vc_h+gu_1=0 .
\]

The bare \(\varepsilon_a\) appears because the conduction amplitude is kept explicitly. The first equation gives \(c_h=-Vc_a/\varepsilon_H'\). Substitution in the second gives \(c_a=-gDu_1\), where

\[
D=\frac{-\varepsilon_H'}{V^2-\varepsilon_a\varepsilon_H'} .
\tag{17}
\]

The equation at point 1 is therefore

\[
2\tau u_1-\tau u_2-g^2Du_1=0 .
\]

Beyond it the zero-energy solution is linear, \(u_j\propto jb-a_s\), which defines \(a_s\). Insertion gives \(-\tau a_s=g^2D(b-a_s)\), or

\[
a_s=-b\frac{\lambda}{1-\lambda},\qquad
\lambda=\frac{g^2D}{\tau}.
\tag{18}
\]

Substituting \(D\) and using \(\varepsilon_a'=\varepsilon_a-g^2/\tau\) exposes the link with the donor condition:

\[
a_s=-b\,\frac{(g^2/\tau)(-\varepsilon_H')}
{V^2-\varepsilon_a'\varepsilon_H'} .
\tag{19}
\]

The denominator vanishes at the threshold of (1). On the donor side \(a_s\) is negative, so the core attracts, and \(|a_s|\) grows without limit as the threshold is approached. With the Coulomb tail present, the binding energy grows smoothly through the threshold: in the example it is 70 meV at \(|t|=2.20\) eV and about 150 meV at \(|t_c|\). Condition (1) alone is therefore not a sharp boundary between shallow and deep donors.

In the example,

\[
D=\frac{4.456}{19.36-2.00\times4.456}=0.426\ \mathrm{eV}^{-1},
\]

so \(\lambda=0.426/1.411=0.302\) and \(a_s=-0.30\times0.302/0.698=-0.130\) nm.

We now have the condition for hydrogen to leave no short-range third-electron state, and the scattering length that describes how the bonded core attracts a conduction electron. What remains is to find how this attraction changes the donor binding energy, and to examine the corrections, limits and practical use of the model.

All numerical values are calculated from the stated model.
